# Site conservation in implicit Euler integration of stiff surface kinetics: verification in Python

```python
"""Site conservation in implicit Euler integration of stiff surface kinetics.

Result under test: for dx/dt = S r(x), with w^T S = 0, implicit Euler
y = x + h S r(y) keeps w^T y = w^T x; so does each full Newton correction
whose Jacobian has the form S R, even before convergence.
x = (vacant, M, F, G): species per lattice site; M occupies two sites.
S: stoichiometric matrix, r: net step rates, R: slopes of r, h: time step,
w: sites occupied by each species.
Steps: M(gas) + 2 vacant <-> M ; M <-> 2 F ; F <-> G.
Energies in eV, lengths in angstrom, times in seconds.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

# Model parameters
thermal = 0.05
site_area = 10.0
flux = 0.1
sticking = 1.0
barriers = {"M desorption": 1.45, "M dissociation": 1.40,
            "F recombination": 1.50, "F to G": 0.40, "G to F": 0.45}

# Transition-state prefactor T/(2 pi) in atomic units, converted to 1/s
hartree = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
prefactor = thermal / hartree / (2 * np.pi) / time_au
assert abs(prefactor * const.h / (thermal * const.e) - 1) < 1e-8
k_ads = sticking * flux * site_area
K = [float(k_ads)] + [float(prefactor * np.exp(-e / thermal))
                      for e in barriers.values()]

S = np.array([[-2, 0, 0], [1, -1, 0], [0, 2, -1], [0, 0, 1]])


def rates(x, k=K):
    v, m, f, g = x
    return np.array([k[0] * v * v - k[1] * m,
                     k[2] * m - k[3] * f * f,
                     k[4] * f - k[5] * g])


def slopes(x, k=K):
    v, m, f, g = x
    return np.array([[2 * k[0] * v, -k[1], 0, 0],
                     [0, k[2], -2 * k[3] * f, 0],
                     [0, 0, k[4], -k[5]]])


# The invariant follows from the stoichiometry alone
null_space = sp.Matrix(S.tolist()).T.nullspace()
assert len(null_space) == 1
null_vector = null_space[0] / null_space[0][0]
w = np.array([int(c) for c in null_vector])
assert np.all(w > 0)

# Slopes against central differences; independence of the rate functions
rng = np.random.default_rng(4)
probe = np.array([0.3, 0.1, 0.2, 0.3])
step = 1e-3
numeric = np.column_stack([(rates(probe + step * e) - rates(probe - step * e))
                           / (2 * step) for e in np.eye(4)])
assert np.allclose(numeric, slopes(probe), rtol=1e-6, atol=1e-6)
states = rng.dirichlet(np.ones(4), 400) / w
states[:100, 2] = 0.0
states[100:200, 3] = 0.0
states /= (states @ w)[:, None]
samples = np.array([rates(x) for x in states])
samples /= np.linalg.norm(samples, axis=0)
assert np.linalg.matrix_rank(samples, tol=1e-6) == 3

# Lower bound on the change of each species, used for positivity
loss_bound = max(2 * K[0], K[1] + K[2], 2 * K[3] + K[4], K[5])
for x in states:
    # tolerance: rounding of terms of size 1e9
    assert np.min(S @ rates(x) + loss_bound * x) > -1e-5

# One Newton correction in exact rational arithmetic
k_exact = [sp.Rational(c) for c in K]
h_exact = sp.Rational(1, 100)
S_exact = sp.Matrix(S.tolist())
w_exact = sp.Matrix([w.tolist()])
old = sp.Matrix([1, 0, 0, 0])
guess = sp.Matrix([sp.Rational(9, 10), sp.Rational(1, 10),
                   sp.Rational(1, 5), 0])


def exact_residual(y):
    r = sp.Matrix(rates(list(y), k_exact).tolist())
    return y - old - h_exact * S_exact * r


def exact_correction(jacobian):
    return (sp.eye(4) - h_exact * jacobian).LUsolve(-exact_residual(guess))


def site_defect(y):
    return (w_exact * (y - old))[0]


R_exact = sp.Matrix(slopes(list(guess), k_exact).tolist())
R_wrong = R_exact.copy()
R_wrong[2, 2] *= 3
R_wrong[0, 1] *= 2
J_exact = S_exact * R_exact
correction = exact_correction(J_exact)
newton_once = guess + correction
wrong_once = guess + exact_correction(S_exact * R_wrong)
damped_once = guess + correction / 2
diagonal_once = guess + exact_correction(
    sp.diag(*[J_exact[i, i] for i in range(4)]))
guess_defect = site_defect(guess)
assert guess_defect != 0
assert site_defect(newton_once) == 0
assert site_defect(wrong_once) == 0
assert site_defect(damped_once) == guess_defect / 2
assert abs(float(site_defect(diagonal_once))) > 1e-4
newton_residual = max(abs(float(c)) for c in exact_residual(newton_once))
assert newton_residual > 1e-6  # the correction is truly unconverged


def implicit_step(x, h, stoich):
    y = x.copy()
    for _ in range(60):
        residual = y - x - h * (stoich @ rates(y))
        matrix = np.eye(4) - h * (stoich @ slopes(y))
        change = np.linalg.solve(matrix, -residual)
        y = y + change
        if np.max(np.abs(change)) < 1e-13:
            return y
    raise RuntimeError("Newton iteration did not converge")


def integrate(h, count, stoich=S):
    path = [np.array([1.0, 0.0, 0.0, 0.0])]
    for _ in range(count):
        path.append(implicit_step(path[-1], h, stoich))
    return np.array(path)


# Time integration against a high-order stiff integrator
clean = np.array([1.0, 0.0, 0.0, 0.0])
reference = solve_ivp(lambda t, x: S @ rates(x), (0.0, 1.0), clean,
                      method="Radau", jac=lambda t, x: S @ slopes(x),
                      rtol=1e-8, atol=1e-11)
assert reference.success
ref_end = reference.y[:, -1]
path = integrate(0.01, 100)
path_fine = integrate(0.005, 200)
end = path[-1]
error = np.max(np.abs(end - ref_end))
error_fine = np.max(np.abs(path_fine[-1] - ref_end))
assert 1.7 < error / error_fine < 2.3
site_error = np.max(np.abs(path @ w - 1))
assert site_error < 1e-12
assert np.min(path) > -1e-14
species_sum = end.sum()
assert abs(species_sum - 1) > 1e-3
modes = np.sort(np.abs(np.linalg.eigvals(slopes(end) @ S)))

# Failure 1: adsorption consumes only one vacant site in the bookkeeping
S_slip = S.copy()
S_slip[0, 0] = -1
slip_sites = integrate(0.01, 100, S_slip)[-1] @ w
assert abs(slip_sites - 1) > 1e-2

# Failure 2: losses implicit, gains explicit, species by species
x = clean.copy()
for _ in range(100):
    v, m, f, g = x
    gain = np.array([2 * K[1] * m, K[0] * v * v + K[3] * f * f,
                     2 * K[2] * m + K[5] * g, K[4] * f])
    loss = np.array([2 * K[0] * v, K[1] + K[2],
                     2 * K[3] * f + K[4], K[5]])
    assert np.allclose(gain - loss * x, S @ rates(x), rtol=1e-9, atol=1e-5)
    x = (x + 0.01 * gain) / (1 + 0.01 * loss)
split_sites = x @ w
assert split_sites < 0.9

# Failure 3: explicit Euler conserves sites but is unstable
h_explicit = 1e-9
x = np.array([0.5, 0.0, 0.5, 0.0])
for _ in range(10):
    x = x + h_explicit * (S @ rates(x))
explicit_min = x.min()
explicit_site_error = abs(x @ w - 1)
explicit_factor = 1 - h_explicit * (K[4] + K[5])
assert explicit_min < -1 and explicit_site_error < 1e-6


# Rounding defect of w^T (I - h S R) = w^T, summed exactly
def matrix_defect(h):
    matrix = np.eye(4) - h * (S @ slopes(end))
    return max(abs(float(sum(int(w[i]) * Fraction(float(matrix[i, j]))
                             for i in range(4)) - int(w[j])))
               for j in range(4))


defects = {h: matrix_defect(h) for h in (1e-2, 1e2, 1e8)}
assert defects[1e-2] < 1e-6 and defects[1e8] > 0.5

# One huge step, solved for reaction extents
h_huge = 1e8
extent = np.zeros(3)
for iteration in range(60):
    y = end + S @ extent
    change = np.linalg.solve(np.eye(3) - h_huge * (slopes(y) @ S),
                             h_huge * rates(y) - extent)
    extent = extent + change
    if np.max(np.abs(change)) < 1e-12:
        break
else:
    raise RuntimeError("extent iteration did not converge")
steady = end + S @ extent
steady_site_error = abs(steady @ w - 1)
assert steady_site_error < 1e-12

# Analytic steady state from the three equilibria and the site sum
K1, K2, K3 = K[0] / K[1], K[2] / K[3], K[4] / K[5]
linear = 1 + (1 + K3) * np.sqrt(K1 * K2)
v_eq = (-linear + np.sqrt(linear**2 + 8 * K1)) / (4 * K1)
f_eq = np.sqrt(K1 * K2) * v_eq
equilibrium = np.array([v_eq, K1 * v_eq**2, f_eq, K3 * f_eq])
assert np.max(np.abs(steady - equilibrium)) < 1e-6

names = ("vacant", "M", "F", "G")
print(f"thermal energy: {thermal:.3f} eV")
print(f"site area: {site_area:.1f} angstrom^2")
print(f"impingement flux: {flux:.2f} angstrom^-2 s^-1")
print(f"sticking on an empty pair: {sticking:.1f}")
for name, value in barriers.items():
    print(f"barrier, {name}: {value:.2f} eV")
print(f"prefactor: {prefactor:.4e} s^-1")
for name, value in zip(["M adsorption"] + list(barriers), K):
    print(f"rate constant, {name}: {value:.4e} s^-1")
print("site weights (vacant, M, F, G):", w.tolist())
print(f"exact Newton test, site defect of guess: {float(guess_defect):.3f}")
print("  after one full correction:", site_defect(newton_once))
print("  after one correction with wrong slopes:", site_defect(wrong_once))
print(f"  after half a correction: {float(site_defect(damped_once)):.3f}")
print(f"  diagonal Jacobian: {float(site_defect(diagonal_once)):.5f}")
print(f"  equation residual after full correction: {newton_residual:.3e}")
for name, a, b in zip(names, end, ref_end):
    print(f"{name} at 1 s, h=0.01 s: {a:.6f}; reference: {b:.6f}")
print(f"largest coverage error, h=0.01 s: {error:.3e}")
print(f"largest coverage error, h=0.005 s: {error_fine:.3e}")
print(f"ratio of the two errors: {error / error_fine:.3f}")
print(f"largest site-sum error, h=0.01 s: {site_error:.1e}")
print(f"unweighted species sum at 1 s: {species_sum:.6f}")
print(f"slowest, fastest decay rate: {modes[0]:.4f}, {modes[-1]:.4e} s^-1")
print(f"site sum at 1 s, wrong adsorption count: {slip_sites:.5f}")
print(f"site sum at 1 s, semi-implicit scheme: {split_sites:.5f}")
print(f"explicit Euler step: {h_explicit:.1e} s, 10 steps")
print(f"  fast-mode factor: {explicit_factor:.4f}")
print(f"  lowest coverage: {explicit_min:.3e}")
print(f"  site-sum error: {explicit_site_error:.1e}")
for h, value in defects.items():
    print(f"Newton-matrix site defect, h={h:.0e} s: {value:.2e}")
print(f"extent step: {h_huge:.0e} s, site error: {steady_site_error:.1e}")
for name, a, b in zip(names, steady, equilibrium):
    print(f"steady {name}: {a:.6f}; analytic: {b:.6f}")
density = (end[2] + end[3]) / site_area
print(f"F+G density at 1 s, h=0.01 s: {density:.6f} angstrom^-2")
print(f"same density: {density * bohr**2:.6f} bohr^-2")
print("tests ok")
```

Output:

```
thermal energy: 0.050 eV
site area: 10.0 angstrom^2
impingement flux: 0.10 angstrom^-2 s^-1
sticking on an empty pair: 1.0
barrier, M desorption: 1.45 eV
barrier, M dissociation: 1.40 eV
barrier, F recombination: 1.50 eV
barrier, F to G: 0.40 eV
barrier, G to F: 0.45 eV
prefactor: 1.2090e+13 s^-1
rate constant, M adsorption: 1.0000e+00 s^-1
rate constant, M desorption: 3.0753e+00 s^-1
rate constant, M dissociation: 8.3595e+00 s^-1
rate constant, F recombination: 1.1313e+00 s^-1
rate constant, F to G: 4.0557e+09 s^-1
rate constant, G to F: 1.4920e+09 s^-1
site weights (vacant, M, F, G): [1, 2, 1, 1]
exact Newton test, site defect of guess: 0.300
  after one full correction: 0
  after one correction with wrong slopes: 0
  after half a correction: 0.150
  diagonal Jacobian: 0.54583
  equation residual after full correction: 8.996e-04
vacant at 1 s, h=0.01 s: 0.416407; reference: 0.414458
M at 1 s, h=0.01 s: 0.018862; reference: 0.018705
F at 1 s, h=0.01 s: 0.146807; reference: 0.147415
G at 1 s, h=0.01 s: 0.399062; reference: 0.400717
largest coverage error, h=0.01 s: 1.949e-03
largest coverage error, h=0.005 s: 9.771e-04
ratio of the two errors: 1.995
largest site-sum error, h=0.01 s: 2.2e-16
unweighted species sum at 1 s: 0.981138
slowest, fastest decay rate: 1.2254, 5.5477e+09 s^-1
site sum at 1 s, wrong adsorption count: 1.41815
site sum at 1 s, semi-implicit scheme: 0.44614
explicit Euler step: 1.0e-09 s, 10 steps
  fast-mode factor: -4.5477
  lowest coverage: -1.383e+06
  site-sum error: 2.3e-10
Newton-matrix site defect, h=1e-02 s: 5.53e-09
Newton-matrix site defect, h=1e+02 s: 4.70e-06
Newton-matrix site defect, h=1e+08 s: 5.58e+01
extent step: 1e+08 s, site error: 2.2e-16
steady vacant: 0.145806; analytic: 0.145806
steady M: 0.006913; analytic: 0.006913
steady F: 0.226010; analytic: 0.226010
steady G: 0.614358; analytic: 0.614358
F+G density at 1 s, h=0.01 s: 0.054587 angstrom^-2
same density: 0.015286 bohr^-2
tests ok
```
